# Why a bound electron permits one-photon positron annihilation, and why as Z⁵

A free electron and a free positron cannot turn into a single photon. A positron striking a K-shell electron can, because the nucleus takes up the momentum that the photon cannot carry. To leading order in the nuclear charge \(Z\), the cross section per K electron is

\[
\sigma=\frac{2\pi Z^5}{c^8}\,\frac{B}{\eta(\gamma+1)^2},\qquad
B=\gamma^2+\tfrac23\gamma+\tfrac43-\frac{(\gamma+2)\ln(\gamma+\eta)}{\eta}.
\]

Atomic units are used in the algebra: \(\hbar=m=e=1\) and \(c=1/\alpha\approx137\). The positron has momentum \(p=c\eta\), total energy \(E_+=c^2\gamma\) and speed \(v=c\eta/\gamma\), with \(\gamma^2=1+\eta^2\). The result requires \(Z/c\ll1\) and \(Z/v\ll1\). The nucleus is a heavy point charge and the electron is in an unscreened hydrogenlike 1s state.

## The belief and its appeal

The belief is that momentum conservation forbids one-photon annihilation, wherever the electron may be. It tempts because its argument is sound for two free particles, and because a K electron in a light atom seems almost free: its binding energy is tiny beside its rest energy.

A second guess suggests itself after the correction: once the nucleus is allowed to recoil, the rate should follow the electron density at the nucleus, which grows as \(Z^3\). This misses a factor \(Z^2\), the price of transferring the momentum.

## What is forbidden

For a free pair with momenta \(\mathbf p_1,\mathbf p_2\) and energies \(E_i=\sqrt{c^2p_i^2+c^4}\),

\[
(E_1+E_2)^2-c^2|\mathbf p_1+\mathbf p_2|^2
=2c^4+2(E_1E_2-c^2\mathbf p_1\!\cdot\!\mathbf p_2).
\]

Multiplying out the energies gives

\[
E_1^2E_2^2-(c^2p_1p_2+c^4)^2=c^6(p_1-p_2)^2\ge0 .
\]

Hence \(E_1E_2\ge c^2p_1p_2+c^4\ge c^2\mathbf p_1\cdot\mathbf p_2+c^4\), and the left side of the first equation is at least \(4c^4\). For one photon, whose energy is \(c\) times its momentum, it is zero. No choice of momenta closes the gap.

Take a positron of kinetic energy 500000 eV and an electron at rest. The total energy is 1521998 eV, but \(c\) times the total momentum is 872353 eV. A photon would need these to be equal; they differ by 649645 eV.

## What the nucleus changes

Let the photon have momentum \(\mathbf k\), direction \(\mathbf n\) and angle \(\theta\) to the positron. For an atom initially at rest, the nucleus receives \(\mathbf p-\mathbf k=-\mathbf l\), where \(\mathbf l=\mathbf k-\mathbf p\). If recoil and binding energies are neglected, the photon energy is \(\omega=E_++c^2=c^2(\gamma+1)\), so \(k=c(\gamma+1)\). Then

\[
\begin{aligned}
l^2&=c^2[(\gamma+1)^2+\gamma^2-1-2(\gamma+1)\eta\cos\theta]\\
&=2c^2(\gamma+1)D,\qquad D=\gamma-\eta\cos\theta .
\end{aligned}
\]

The smallest transfer is \(c(\gamma+1-\eta)\), for a forward photon. Multiplied by \(c\), it is the 649645 eV mismatch found above.

For hydrogen and a photon at 90°, the exact energy balance gives \(c\) times the recoil momentum as 1752842 eV. The proton's kinetic energy is then

\[
\frac{(1752842\ \text{eV})^2}{2\times938272089\ \text{eV}}\approx1637\ \text{eV},
\]

about 0.1% of the photon energy. With a nucleus 1000 times heavier, the recoil energy falls to 1.64 eV, while the momentum changes by less than 0.1%. The nucleus is needed as a momentum sink, and the process survives in the limit of infinite nuclear mass. The kinematics therefore contains no power of \(Z\); that must come from the amplitude.

At 90° the distance scale of the transfer, \(1/l\), is 0.00112 angstrom, against a Bohr radius of 0.529 angstrom. The process probes the wave function very close to the nucleus.

## The amplitude needs one Coulomb transfer

In Dirac's description, annihilation is the transition of the bound electron into an empty negative-energy state. That state has energy \(-E_+\), momentum \(-\mathbf p\) and unit spinor \(w\). The free Hamiltonian is \(H_0(\mathbf q)=c\,\boldsymbol\alpha\cdot\mathbf q+\beta c^2\). For electron charge \(-1\), in Gaussian form, \(\mathbf q\to\mathbf q+\mathbf A/c\), so the coupling to the photon is \(\boldsymbol\alpha\cdot\mathbf A\).

First replace the 1s state by its value at the nucleus, \(\psi(0)u\), where \(u\) is a rest spinor with \(\beta u=u\). Without any nuclear force on the positron, the space integral is \(\int e^{-i\mathbf l\cdot\mathbf r}d^3r\), which vanishes for \(\mathbf l\ne0\). This is the free-pair prohibition again. The first surviving term contains the nuclear potential \(-Z/r\) once. Since \(\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)\), its Fourier transform is

\[
V(l)=-\frac{4\pi Z}{l^2}.
\]

There are two places for this one action of the nucleus.

**On the electron.** The bound-state equation in momentum space is \([E-H_0(\mathbf l)]\tilde\psi(\mathbf l)=\int e^{-i\mathbf l\cdot\mathbf r}(-Z/r)\psi\,d^3r\). For \(l\gg Z\), the wave function is nearly constant over the distance \(1/l\), so the right side is \(\psi(0)V(l)u\). Also \(E\approx c^2\). Because \(H_0^2=c^2l^2+c^4\),

\[
[c^2-H_0(\mathbf l)]^{-1}=-\frac{c^2+H_0(\mathbf l)}{c^2l^2},
\]

and therefore

\[
\tilde\psi(\mathbf l)\approx\psi(0)\frac{4\pi Z}{l^4}
\left(2+\frac{\boldsymbol\alpha\cdot\mathbf l}{c}\right)u .
\]

The K electron is slow most of the time, but its wave function has this high-momentum tail, made by the nucleus.

**On the positron.** The positron wave is also distorted by the nucleus, at the same order in \(Z\). In electron language, the electron first emits the photon, which leaves it with momentum \(-\mathbf k\) and energy \(c^2-\omega=-E_+\). The nucleus then changes the momentum from \(-\mathbf k\) to \(-\mathbf p\), again a transfer \(\mathbf l\).

With polarization \(\boldsymbol\epsilon\) and \(G(E,\mathbf q)=[E-H_0(\mathbf q)]^{-1}\), the sum is

\[
T=\psi(0)V(l)\,w^\dagger\Gamma u,\qquad
\Gamma=\boldsymbol\alpha\!\cdot\!\boldsymbol\epsilon\,G(c^2,\mathbf l)
+G(-E_+,-\mathbf k)\,\boldsymbol\alpha\!\cdot\!\boldsymbol\epsilon .
\]

The 1s function \(\sqrt{Z^3/\pi}\,e^{-Zr}\) gives \(|\psi(0)|^2=Z^3/\pi\). Hence

\[
|T|^2=\frac{Z^3}{\pi}\left(\frac{4\pi Z}{l^2}\right)^2|w^\dagger\Gamma u|^2
=\frac{16\pi Z^5}{l^4}|w^\dagger\Gamma u|^2 .
\]

Nothing else depends on \(Z\) at this order. Three powers come from finding the electron at the nucleus, and two from the squared amplitude for one Coulomb transfer.

The electron part was tested against the Fourier transform of the exact Dirac 1s state, at the momentum transfer for 90°. For \(Z=1\), the exact upper and lower components are 1.010 and 1.000 times the one-transfer formula. Between \(Z=1\) and \(Z=2\), the tail density grows as \(Z^{5.01}\), a factor of about 32; a \(Z^3\) law would give 8. Between \(Z=10\) and \(Z=20\), the power is 5.14, so the fifth power is a leading-order law and not an identity. These powers belong to the electron tail alone. The cross section departs from \(Z^5\) in the opposite direction: with electron and positron both in exact Coulomb states, its power at 500000 eV is 4.94 between \(Z=1\) and \(Z=2\), and 4.5 between \(Z=10\) and \(Z=20\).

## The factor without Z

The remaining factor decides the size and angular pattern of the rate. Write \(\boldsymbol\lambda=\mathbf l/c\), \(\boldsymbol\eta=\mathbf p/c\) and \(\nu=\gamma+1\), so that \(\lambda^2=2\nu D\). The electron term is

\[
c^2\boldsymbol\alpha\!\cdot\!\boldsymbol\epsilon\,G(c^2,\mathbf l)u
=-\boldsymbol\alpha\!\cdot\!\boldsymbol\epsilon\,
\frac{2+\boldsymbol\alpha\cdot\boldsymbol\lambda}{\lambda^2}u .
\]

For the positron term, \(E_+^2-c^2k^2-c^4=c^4(\gamma^2-1-\nu^2)=-2c^4\nu\), so

\[
G(-E_+,-\mathbf k)=\frac{\gamma+\nu\,\boldsymbol\alpha\cdot\mathbf n-\beta}{2c^2\nu}.
\]

Since \(\beta\) anticommutes with \(\boldsymbol\alpha\), it gives \(-1\) on \(\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u\). The term becomes \((1+\boldsymbol\alpha\cdot\mathbf n)\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u/(2c^2)\).

Let \(\chi\) be the two-component spinor in \(u\). As \(\boldsymbol\epsilon\perp\mathbf n\), we have \(\sigma\!\cdot\!\mathbf n\,\sigma\!\cdot\!\boldsymbol\epsilon=-\sigma\!\cdot\!\boldsymbol\epsilon\,\sigma\!\cdot\!\mathbf n\). The upper and lower parts of \(c^2\Gamma u\) are then \(a\chi\) and \(b\chi\), with

\[
a=-\sigma\!\cdot\!\boldsymbol\epsilon\,\sigma\!\cdot\!\mathbf g,\quad
b=h\,\sigma\!\cdot\!\boldsymbol\epsilon,\quad
\mathbf g=\frac{\boldsymbol\lambda}{\lambda^2}+\frac{\mathbf n}{2},\quad
h=\frac12-\frac{2}{\lambda^2}.
\]

The sum over the two spinors \(w\) is made by the projector \([E_+-H_0(-\mathbf p)]/(2E_+)=(\gamma-\beta+\boldsymbol\alpha\cdot\boldsymbol\eta)/(2\gamma)\). It gives

\[
\frac1{2\gamma}\chi^\dagger\big[(\gamma-1)a^\dagger a+(\gamma+1)b^\dagger b
+a^\dagger\sigma\!\cdot\!\boldsymbol\eta\,b+b^\dagger\sigma\!\cdot\!\boldsymbol\eta\,a\big]\chi .
\]

Here \(a^\dagger a=g^2\) and \(b^\dagger b=h^2\). In the cross terms, \(\sigma\!\cdot\!\boldsymbol\epsilon\,\sigma\!\cdot\!\boldsymbol\eta\,\sigma\!\cdot\!\boldsymbol\epsilon=2(\boldsymbol\epsilon\cdot\boldsymbol\eta)\sigma\!\cdot\!\boldsymbol\epsilon-\sigma\!\cdot\!\boldsymbol\eta\). Averaged over electron spin, each cross term is \(-h[2(\boldsymbol\epsilon\cdot\boldsymbol\eta)(\boldsymbol\epsilon\cdot\mathbf g)-\mathbf g\cdot\boldsymbol\eta]\). The part of \(\mathbf g\) perpendicular to \(\mathbf n\) is \(-\boldsymbol\eta_\perp/\lambda^2\), so summing over two polarizations gives \(2hX\) for each, and in total

\[
S=\frac1\gamma\big[(\gamma-1)g^2+\nu h^2+2hX\big],\qquad
X=\frac{\eta^2\sin^2\theta}{\lambda^2}+\mathbf g\cdot\boldsymbol\eta .
\]

To express this through \(D\), use \(\mathbf n\cdot\boldsymbol\lambda=1+D\), \(\boldsymbol\lambda\cdot\boldsymbol\eta=\nu(1-D)\) and \(\eta^2\sin^2\theta=2\gamma D-D^2-1\). They give

\[
g^2=\frac{\gamma+3}{4\nu}+\frac1{\nu D},\qquad h=\frac12-\frac1{\nu D},
\]

\[
X=\frac{1}{2\nu}\left[\frac{\gamma}{D}+A-(\gamma+2)D\right],\qquad A=\gamma^2+2\gamma-1 .
\]

Multiplying \(S\) by \(\gamma\nu^2\) and collecting powers of \(D\),

\[
\begin{aligned}
\gamma\nu^2S={}&-\tfrac12\nu(\gamma+2)D+(\nu A+\gamma+2)
-\frac{\gamma^2+7\gamma+2}{2D}+\frac1{D^2}\\
={}&\frac{(2\gamma D-D^2-1)\left[\frac12\nu(\gamma+2)D-1\right]}{D^2}.
\end{aligned}
\]

The second line is checked by multiplying out. The first bracket is \(\eta^2\sin^2\theta\). An average over the two positron spins adds a factor 1/2, so \(|w^\dagger\Gamma u|^2\) becomes \(S/(2c^4)\).

The factor \(\sin^2\theta\) removes forward photons at this order, although they need the least recoil momentum. With the transverse photon and static potential used here, this is a cancellation: the electron term alone gives \(c^4|w^\dagger\Gamma u|^2=0.466\) in the forward direction at 500000 eV, after the spin average and polarization sum, and both terms together give zero. Dropping the positron term in this gauge would leave the power of \(Z\) unchanged but give 1.30 times the full cross section at this energy. The split between the two terms depends on the gauge; the full cross section does not.

## From amplitude to cross section

A photon field \(\mathbf A=a_0(\boldsymbol\epsilon e^{i\mathbf k\cdot\mathbf r-i\omega t}+\text{c.c.})\) in unit volume has energy \(a_0^2\omega^2/(2\pi c^2)\). Setting this equal to \(\omega\) gives \(a_0^2=2\pi c^2/\omega\). The golden rule, divided by the positron flux \(v\), is

\[
\sigma=\frac{2\pi}{v}\int\frac{d^3k}{(2\pi)^3}\,\delta(\omega-E_+-c^2)
\frac{2\pi c^2}{\omega}|T|^2
=\frac{\omega}{2\pi cv}\int|T|^2d\Omega ,
\]

because \(k^2dk=\omega^2d\omega/c^3\). Here \(|T|^2\) is averaged over spins and summed over polarizations. Inserting \(\omega/(cv)=\nu\gamma/\eta\) and \(l^4=4c^4\nu^2D^2\),

\[
\sigma=\frac{2\pi Z^5\eta}{c^8\nu^3}\int_{-1}^{1}
\frac{\sin^2\theta\,[sD-1]}{D^4}\,d\cos\theta,\qquad s=\tfrac12\nu(\gamma+2).
\]

Now take \(D\) as the variable, between \(\gamma-\eta\) and \(\gamma+\eta\), whose product is 1. Then \(\sigma=2\pi Z^5J/(c^8\nu^3\eta^2)\), where

\[
J=\int\left[-\frac sD+\frac{2\gamma s+1}{D^2}-\frac{s+2\gamma}{D^3}+\frac1{D^4}\right]dD .
\]

The integrals of \(D^{-1},D^{-2},D^{-3},D^{-4}\) are \(2L\), \(2\eta\), \(2\gamma\eta\) and \(\frac23\eta(4\gamma^2-1)\), with \(L=\ln(\gamma+\eta)\). Thus

\[
J=-2sL+2\eta\left(\gamma s-\tfrac23\eta^2\right)=\nu\eta B,
\]

where the last step uses \(\eta^2=\nu(\gamma-1)\). This is the opening formula. It was tested against angular integration with explicit Dirac matrices, a check of the algebra within the Born approximation.

## Hydrogen, and the limits of the formula

At 500000 eV, \(\gamma=1.9785\) and \(\eta=1.7072\), which give \(B\approx3.527\). For \(Z=1\),

\[
\sigma\approx\frac{2\pi}{(137.036)^8}\,
\frac{3.527}{1.7072\times(2.9785)^2}
\approx1.18\times10^{-17}\ \text{bohr}^2,
\]

or \(3.3\times10^{-18}\) angstrom². The small number is no sign of a prohibition: it contains \(c^{-8}\), about \(8\times10^{-18}\). Here \(Z/v=0.0085\), so the Born conditions are well met. Even so, these digits are values of the formula, not of hydrogen. Higher orders in \(Z\) enter at relative order \(\pi Z/v\) and \(\pi Z/c\), each 2 to 3% here. With electron and positron both in exact Dirac states of a fixed point charge, the cross section is about 4% lower, \(1.12\times10^{-17}\) bohr².

The Born cross section is \(2.5\times10^{-18}\) angstrom² at 100000 eV (the full Coulomb value is 6% lower) and \(2.1\times10^{-18}\) angstrom² at 2000000 eV, both below the middle value. The two limits explain the rise and fall. For \(\eta\ll1\), \(D\) and \(\gamma\) tend to 1, the bracket \(sD-1\) tends to 2, and the integral of \(\sin^2\theta\) is 4/3. Hence

\[
\sigma\to\frac{2\pi Z^5}{3c^8}\,\eta\quad(Z/c\ll\eta\ll1),\qquad
\sigma\to\frac{2\pi Z^5}{c^8\gamma}\quad(\gamma\gg1),
\]

the second because \(B\to\gamma^2\) and \(\eta\to\gamma\).

The lower bound on \(\eta\) matters. A slower positron is kept away from the nucleus by Coulomb repulsion, and one action of the potential no longer describes its wave. For heavier atoms, \(Z/c\) is not small either, and both particles need wave functions computed in the full nuclear field. This sets in early: at 500000 eV the unscreened full Coulomb result is 0.66 of the formula for \(Z=10\) and 0.47 for \(Z=20\). A filled K shell doubles the result if its two electrons are treated as independent and unscreened.

Momentum conservation thus forbids the one-photon process for an isolated free pair. With a nucleus present, energy and momentum conservation together fix the momentum transfer for each photon direction, and the Coulomb force sets the price. Further values are in the numerical output below.

## Values computed for the example and the checks

```
speed of light c: 137.035999 atomic units
electron rest energy: 510999.0 eV
proton rest energy: 938272089 eV
hydrogen binding energy used: 13.6057 eV
minimum free-pair invariant energy: 1021997.9 eV
positron kinetic energy: 500000 eV
gamma: 1.978476; eta: 1.707151; v/c: 0.862862
Born parameter Z/v for Z=1: 0.008457
free pair, electron at rest, total energy: 1521997.9 eV
free pair, c times total momentum: 872352.5 eV
free-pair mismatch: 649645.4 eV
photon angle 0 deg: photon energy 1521759.6 eV
  c times recoil momentum: 649407.0 eV
  proton recoil energy: 224.74 eV
photon angle 90 deg: photon energy 1520347.0 eV
  c times recoil momentum: 1752841.7 eV
  proton recoil energy: 1637.29 eV
photon angle 180 deg: photon energy 1518937.1 eV
  c times recoil momentum: 2391289.6 eV
  proton recoil energy: 3047.23 eV
90 deg, 1000 proton masses: c times recoil momentum 1754260.6 eV
90 deg, 1000 proton masses: recoil energy 1.6399 eV
distance scale 1/l at 90 deg: 0.001125 angstrom
Bohr radius: 0.529177 angstrom
Dirac 1s tail / one-transfer formula, upper, Z=1: 1.00997
Dirac 1s tail / one-transfer formula, lower, Z=1: 1.00017
power of Z in Dirac 1s tail density, Z=1 to 2: 5.0084
power of Z in Dirac 1s tail density, Z=10 to 20: 5.1370
forward squared bracket times c^4, electron leg only: 0.46572
forward squared bracket times c^4, both legs: 2.4e-33
cross section, electron leg only / both legs: 1.3010
H Born cross section at 100000 eV: 2.49751e-18 angstrom^2
H Born cross section at 500000 eV: 3.29469e-18 angstrom^2
H Born cross section at 2000000 eV: 2.14304e-18 angstrom^2
H Born cross section at 500000 eV: 1.17656e-17 bohr^2
```
